# Where does an ion reflected from a tapered trench wall land?

**Question**

I am working on an exercise about ion reflection during plasma etching. A trench 1000 nm deep narrows towards a flat floor 100 nm wide, and each sidewall is tilted 2° off the vertical. An ion of 1000 eV comes straight down, strikes one sidewall 500 nm above the floor and is reflected specularly. How far from the foot of that wall does it land?

I reasoned that the ion is turned by twice the tilt, so it travels at 4° to the vertical and moves sideways by $500\tan4^\circ\approx35$ nm. But I am not sure that this is the distance from the foot. I also don't see where the ion energy enters, or how far I could trust the answer in a real etch.

**Answer**

Your 4° is right, and so is your 35 nm, but that length is measured from the point directly below the impact. In a narrowing trench the foot of the wall lies further in than that point, so part of the 35 nm is used up in getting past the foot.

**Setting up the geometry**

Put the origin at the foot of the struck wall, with $x$ pointing along the floor into the trench and $y$ upwards. Let $\theta$ be the tilt from the vertical and $h$ the impact height. The wall is the line

$$x=-y\tan\theta ,$$

so the impact point is $(-h\tan\theta,\;h)$. The minus sign expresses the narrowing: higher up, the wall stands further back. If the trench widened downwards instead, the wall would be hidden from vertical ions and there would be no such bounce.

The unit vector perpendicular to the wall, pointing into the trench, is

$$\mathbf n=(\cos\theta,\;\sin\theta).$$

It is perpendicular to the wall direction $(-\sin\theta,\cos\theta)$, since $-\cos\theta\sin\theta+\sin\theta\cos\theta=0$.

**The reflection**

Treat the wall as smooth, rigid and lossless. A smooth wall pushes only along $\mathbf n$, so the velocity component along the wall is unchanged. Kinetic energy is the same before and after, so the normal component keeps its size and reverses its sign. Both statements are contained in

$$\mathbf v'=\mathbf v-2(\mathbf v\cdot\mathbf n)\,\mathbf n .$$

For a vertical ion take the unit direction $\mathbf v=(0,-1)$. Then $\mathbf v\cdot\mathbf n=-\sin\theta$, and

$$\mathbf v'=(0,-1)+2\sin\theta\,(\cos\theta,\sin\theta)
=(2\sin\theta\cos\theta,\;-1+2\sin^2\theta)
=(\sin2\theta,\;-\cos2\theta).$$

The ion therefore leaves at $2\theta$ from the vertical, moving away from the wall. One $\theta$ is the angle between its path and the wall; the other is the tilt of the wall itself.

**The landing point**

With no force after the bounce, the path is straight. While the ion falls by $h$ it moves sideways by $h\tan2\theta$. Starting from $x=-h\tan\theta$, it reaches the floor at

$$d=-h\tan\theta+h\tan2\theta=h(\tan2\theta-\tan\theta).$$

Because the foot is the origin, this is the distance you want. It can be shortened by putting the tangents over a common denominator:

$$\tan2\theta-\tan\theta
=\frac{\sin2\theta\cos\theta-\cos2\theta\sin\theta}{\cos2\theta\cos\theta}
=\frac{\sin\theta}{\cos2\theta\cos\theta}
=\frac{\tan\theta}{\cos2\theta}.$$

The second equality uses $\sin(a-b)=\sin a\cos b-\cos a\sin b$ with $a=2\theta$ and $b=\theta$. Hence

$$\boxed{\,d=\frac{h\tan\theta}{\cos2\theta}\,}$$

For your numbers,

$$d=34.963\ \text{nm}-17.460\ \text{nm}=17.503\ \text{nm}\approx17.5\ \text{nm}.$$

The ion energy and mass have dropped out, because a straight path after an ideal bounce depends on direction alone.

The reflection law can also be checked without assuming it. I integrated Newton's equation for a 1000 eV ion meeting a steep, smooth repulsion that decays exponentially away from the wall. The strength was set so that the straight incoming and outgoing paths, when extended, meet on the wall plane. The ion left at 4.0000° from the vertical and landed 17.503 nm from the foot.

**Small tilt, large tilt and the opposite wall**

For small $\theta$ in radians, $\tan\theta\approx\theta+\theta^3/3$ and $\tan2\theta\approx2\theta+8\theta^3/3$. Subtracting gives

$$d\approx h\theta\left(1+\frac{7}{3}\theta^2\right).$$

The leading term is 17.453 nm here, about 0.3% below the full result. So for a slight taper the landing distance is nearly equal to the foot's offset from the impact point, and your 35 nm is nearly twice the distance asked for.

As $\theta$ approaches 45°, $\cos2\theta$ tends to zero and $d$ grows without limit: the reflected ion travels almost horizontally. For an impact at 500 nm and a floor 100 nm wide, the opposite wall already intervenes above a tilt of about 10.6°.

The trench cross-section is convex, meaning that a straight line between two of its points stays inside it. The path is therefore clear if its calculated end lies on the floor. For floor width $w$ this requires $d<w$, or

$$h<\frac{w\cos2\theta}{\tan\theta}.$$

With $w=100$ nm and $\theta=2^\circ$ the limit is 2857 nm. Your trench is only 1000 nm deep, so every vertical ion that bounces ideally from its sidewall goes directly to the floor.

**What many such ions do to the floor**

Suppose vertical ions arrive uniformly across the trench opening, and all those striking a wall are reflected. An ion arriving a horizontal distance $u$ behind the foot hits at height $h=u/\tan\theta$. Substitution in the boxed formula gives

$$d=\frac{u}{\cos2\theta}.$$

Ions from a strip of width $\mathrm du$ are thus spread over a floor strip of width $\mathrm du/\cos2\theta$. The reflected flux is $\cos2\theta=0.9976$ times the direct flux. Counting the landings of many evenly spaced ions gives the same ratio, 0.9976.

The highest impacts, at 1000 nm, land 35.01 nm from the foot. In this model, a band of that width beside each wall receives nearly twice the ion flux of the middle of the floor. The two bands do not overlap, because together they cover about 70 nm of the 100 nm floor. Twice the flux need not mean twice the etch rate, which also depends on the energy and angle of the ions and on the surface chemistry.

**How sensitive is the answer to the wall?**

Suppose the small facet that is struck has tilt $\theta+\delta$, while the wall as a whole, and hence the foot, stays where it was. The ion now leaves at $2(\theta+\delta)$ from the vertical, so

$$d=h[\tan(2\theta+2\delta)-\tan\theta].$$

For $\delta=\pm0.5^\circ$ the landing point shifts by $+8.78$ or $-8.76$ nm, half of the ideal distance. If the whole wall were tilted by the extra $\delta$, the foot would move too. The estimate $d\approx h\theta$ then gives a shift of about $h\delta$, half as large.

**Where the ion energy comes back in**

*Spread of arrival directions.* Real ions have some sideways motion. Let $s$ be the ratio of sideways speed towards the wall to downward speed, let $U$ be the energy of the downward motion, and let $T$ be the transverse ion temperature in energy units. For ion mass $M$, the thermal average is $M\langle v_x^2\rangle=T$, while $Mv_y^2=2U$. Dividing,

$$\sigma^2=\langle s^2\rangle=\frac{T}{2U}.$$

For $T=0.10$ eV and $U=1000$ eV, $\sigma$ corresponds to 0.405°.

Ions heading towards the wall strike it more often. The rate is proportional to $-\mathbf v\cdot\mathbf n$, and hence to $s+\tan\theta$. If $\sigma$ is well below $\tan\theta$, the cutoff at $s=-\tan\theta$ hardly matters, and the mean slope of the ions that hit is

$$\bar s\approx\frac{\langle s(s+\tan\theta)\rangle}{\langle s+\tan\theta\rangle}
=\frac{\sigma^2}{\tan\theta}.$$

An ion arriving at a small angle $\alpha\approx s$ towards the wall leaves at $2\theta+\alpha$ from the vertical. The mean landing point therefore moves outwards by about $h\sigma^2/\tan\theta$, and the spread is about $h\sigma$. Numerical averaging, with impact height and vertical speed held fixed, gives a mean of 18.2 nm and a standard deviation of 3.5 nm. Randomly sampled trajectories agree, with 18.25 nm and 3.47 nm.

*Attraction to the wall.* The energy of motion perpendicular to the wall is just

$$U\sin^2\theta=1.218\ \text{eV}.$$

An attraction of a fraction of an electronvolt can therefore matter even for a 1000 eV ion. A singly charged ion at distance $z$ from a flat dielectric is attracted by its image. With relative permittivity $\varepsilon$, the force is

$$F=\frac{\varepsilon-1}{\varepsilon+1}\,\frac{e^2}{4\pi\varepsilon_0(2z)^2}.$$

Integrating from far away to a distance $z_0$ gives the energy gained,

$$W=\frac{\varepsilon-1}{\varepsilon+1}\,\frac{e^2}{16\pi\varepsilon_0z_0}.$$

Take $\varepsilon=2.1$, an optical value that counts only the fast electronic response, and $z_0=0.3$ nm. Then $W=0.426$ eV. If the ion remains charged, it gives this energy back on leaving, so in this static model its direction far from the wall is again the specular one; the extra normal speed close to the wall only moves the landing point outwards by about 0.15 nm at the same impact height. If it is neutralised at $z_0$ and then bounces without loss, it keeps the extra normal energy. Its angle $\beta$ to the wall on leaving follows from the ratio of normal to tangential speed:

$$\tan\beta=\sqrt{\frac{U\sin^2\theta+W}{U\cos^2\theta}} .$$

This gives $\beta=2.323^\circ$ instead of 2°. The path is now at $\theta+\beta$ from the vertical, and

$$d=h[\tan(\theta+\beta)-\tan\theta]=20.3\ \text{nm}.$$

This value depends on the chosen permittivity and neutralisation distance. The lattice of the wall also responds, which strengthens the attraction. A heavy ion such as Ar$^+$ at 1000 eV is slow enough for most of this response to take place, so the optical value gives a low estimate. With the static permittivity of silica, about 3.9, the same formulas give about 22 nm, which is the more relevant figure for such ions.

*Charging across the trench.* Let a uniform field $E$ push the ion towards the struck wall, starting at the trench mouth, a height $D=500$ nm above the impact. The fall takes $D/v$, with $Mv^2=2U$. The sideways speed gained is $eED/(Mv)$, so the arrival slope is $eED/(2U)$. After the bounce this moves the landing point outwards by about

$$\Delta d_1=\frac{eEhD}{2U}.$$

If the particle is still charged, the field then pulls it back during the remaining time $h/v$ by

$$\Delta d_2=\frac12\,\frac{eE}{M}\left(\frac hv\right)^2=\frac{eEh^2}{4U}.$$

For 0.25 MV/cm, equivalent to 2.5 V across the floor width, $\Delta d_1$ is about 3.1 nm and $\Delta d_2$ about 1.6 nm. The net shift is $+3.1$ nm if the particle is neutral after the bounce and $+1.6$ nm if it stays charged. Reversing the field reverses these leading-order shifts.

*A positively charged floor.* An ion that stays charged is also slowed on its way down, which gives it more time to move sideways. Let a potential $V$ be dropped evenly over the last 500 nm. The vertical energy after the bounce is $U_y=U\cos^22\theta$, and the vertical speed falls by the factor $\sqrt{1-eV/U_y}$. Under constant deceleration the mean speed is the average of the first and last speeds, so the flight time grows by

$$\frac{2}{1+\sqrt{1-eV/U_y}} .$$

For $V=100$ V this adds 0.9 nm to the sideways travel.

These shifts should not simply be added up. The main image shift requires neutralisation, for instance, while the floor-potential shift requires the particle to stay charged.

**Comparison with a real etch**

The numbers are round values in the rough regime of low-pressure, high-bias plasma etching of deep dielectric trenches; the fields, floor potential and neutralisation distance are assumptions, not measurements. A 2° taper is pronounced for a feature meant to have nearly vertical walls. The smooth, lossless wall is also an idealisation, since etched sidewalls can be rough or coated with deposits. Within the estimates above, a local tilt error of only 0.5° moves the landing point by almost 9 nm, more than any other single effect calculated at 1000 eV. The single ion energy is also an idealisation. At 10 mTorr and 300 K, with an assumed collision cross-section of 0.50 nm², the mean free path is 6.2 mm, so 38% of ions would collide while crossing a 3 mm sheath. Collisions within the trench depth affect only about 0.016%.

Ions that collide in the sheath can arrive with less energy. To see what that does, keep the transverse temperature at 0.10 eV but lower the ion energy to 250 eV. The thermal average becomes 20.4 nm with a standard deviation of 6.5 nm. Treated separately, the image effect with neutralisation gives about 27 nm with the optical permittivity 2.1 and about 32 nm with the static value 3.9. Both corrections grow because a slower ion has less downward motion to set against the same sideways disturbance.

For your exercise, then, the answer is 17.5 nm from the foot. For a real etch, I would read it as an idealised estimate that can be off by several nanometres, and by more for slow ions or a rough wall. The errors need not average out: the thermal spread, the image attraction with neutralisation and the positive floor potential all move the mean landing point outwards. The numerical output below lists the main values used here.

## Computed results

```
Wall tilt from vertical: 2.0 deg
Impact height above floor: 500 nm
Trench depth: 1000 nm
Floor width: 100 nm
Ion energy: 1000 eV
Foot offset from impact point: 17.460 nm
Horizontal travel after bounce: 34.963 nm
Landing distance from foot, formula: 17.503 nm
Landing distance, Newtonian bounce: 17.503 nm
Exit angle from vertical, Newtonian: 4.0000 deg
Small-angle estimate h*theta: 17.453 nm
Height limit for direct floor hit: 2857 nm
Reflected/direct flux, counted: 0.9976
cos(2 theta): 0.9976
Width of reflected-ion band: 35.01 nm
Local tilt error: 0.5 deg
Shift, facet less tilted: -8.76 nm
Shift, facet more tilted: +8.78 nm
Transverse ion temperature: 0.10 eV
Thermal slope width: 0.405 deg
Thermal mean landing distance: 18.22 nm
Thermal standard deviation: 3.48 nm
Monte Carlo mean landing: 18.25 nm
Monte Carlo standard deviation: 3.47 nm
Normal energy at the wall: 1.218 eV
Wall optical permittivity: 2.1 (relative)
Neutralisation distance: 0.3 nm
Image energy gained: 0.426 eV
Exit angle to wall with image: 2.323 deg
Landing distance with image: 20.34 nm
Lateral charging field: 0.25 MV/cm
Field times floor width: 2.50 V
Field shift, stays charged: +1.56 nm
Field shift, neutral after bounce: +3.12 nm
Floor potential: 100 V
Floor-potential shift: +0.93 nm
Gas pressure: 10 mTorr
Gas temperature: 300 K
Collision cross-section: 0.50 nm^2
Sheath thickness: 3.0 mm
Mean free path: 6.21 mm
Ions colliding in sheath: 38 %
Ions colliding in trench depth: 0.016 %
Lower ion energy for comparison: 250 eV
Thermal mean at lower energy: 20.37 nm
Thermal deviation at lower energy: 6.54 nm
Image exit angle at lower energy: 3.096 deg
Image landing at lower energy: 27.12 nm
```
